# Decay of metal-induced midgap states in a chain of alternating hoppings

## The model

A semiconductor in contact with a metal has a non-zero density of states inside its band gap near the interface. This question treats the effect in a one-dimensional model of independent electrons.

The semiconductor is a half-infinite chain with one orbital per site and two sites, $A_n$ and $B_n$, in each unit cell $n=1,2,3,\dots$ All site energies are equal and are taken as the zero of energy. The hopping is $v$ inside a cell and $w$ between $B_n$ and $A_{n+1}$. One of the two is the weak hopping $t_w$ and the other the strong hopping $t_s$. Both bond orders are considered.

The metal is a half-infinite uniform chain with sites $j=0,-1,-2,\dots$, the same site energy and hopping $t_m$. Its last site, $j=0$, is joined to $A_1$ by a hopping $t_c\neq0$. All hoppings are positive matrix elements of the Hamiltonian. The amplitudes of a state are $a_n$, $b_n$ and $m_j$.

The local density of states on site $i$, per spin, is

$$\rho_i(E)=\sum_\alpha|\psi_\alpha(i)|^2\,\delta(E-E_\alpha),$$

and the density of cell $n$ is $\rho_n=\rho_{A_n}+\rho_{B_n}$.

Use the round parameters $t_w=0.04$, $t_s=0.06$, $t_m=0.10$ and $t_c=0.05$ hartree, so that $t_s/t_w=1.5$, and a cell length of 10 bohr. They describe no particular material.

## Part (a)

**Question.** Write the site equations of the semiconductor. Find its bulk bands and its gap, and show that $E=0$ is midgap.

**Answer.** Site $A_n$ has neighbours $B_n$ and $B_{n-1}$, and site $B_n$ has neighbours $A_n$ and $A_{n+1}$. Hence

$$E\,a_n=v\,b_n+w\,b_{n-1}\quad(n\ge2),\qquad E\,b_n=v\,a_n+w\,a_{n+1}\quad(n\ge1).$$

In the bulk, set $a_n=a\,e^{ikn}$ and $b_n=b\,e^{ikn}$:

$$E\,a=(v+w\,e^{-ik})\,b,\qquad E\,b=(v+w\,e^{ik})\,a.$$

Multiply the first equation by $E$ and replace $E\,b$ by means of the second:

$$E^2a=(v+w\,e^{-ik})(v+w\,e^{ik})\,a .$$

Here $a\neq0$, because $a=0$ would require $(v+we^{-ik})\,b=0$, and the bracket cannot vanish when $v\neq w$. Therefore

$$E^2=v^2+w^2+2vw\cos k .$$

The smallest value of $E^2$ is $(v-w)^2$, at $k=\pi$. The bands $\pm|E|$ lie symmetrically about zero, so the gap is centred on $E=0$ and has width

$$E_g=2|v-w|=2(0.06-0.04)=0.04\ \text{hartree}=1.09\ \text{eV}.$$

## Part (b)

**Question.** Find the solutions in the semiconductor at $E=0$. By what factor does the density of states change from one cell to the next? Does the answer depend on which bond comes first?

**Answer.** At $E=0$ the left-hand sides vanish and the two sublattices separate:

$$a_{n+1}=-\frac{v}{w}\,a_n,\qquad b_n=-\frac{w}{v}\,b_{n-1}.$$

The two factors are reciprocals of each other, so one sublattice carries a decaying solution and the other a growing one. In a half-infinite chain the growing solution is not acceptable, and its coefficient must be zero. Two cases remain.

- Weak bond first, $v=t_w$ and $w=t_s$: the $a_n$ decay with factor $-v/w=-t_w/t_s$, and every $b_n$ is zero.
- Strong bond first, $v=t_s$ and $w=t_w$: the $b_n$ decay with factor $-w/v=-t_w/t_s$, and every $a_n$ is zero.

In both cases the amplitude is multiplied by $-t_w/t_s=-2/3$ per cell. The negative sign agrees with part (a), where the gap edges lie at $k=\pi$.

To pass from amplitude to density, it must be known how many states contribute at this energy. Once the decaying solution is chosen, it is fixed up to one overall factor. The equation at $A_1$ then gives $m_0$, the equation at $j=0$ gives $m_{-1}$, and so on into the metal. There is thus one state at each energy in the gap. If the metal is first given a large finite length, with $D(E)$ levels per unit energy, then $\rho_i(E)=D(E)\,|\psi_E(i)|^2$. The factor $D$ is common to all sites and cancels in the ratio:

$$\frac{\rho_{n+1}}{\rho_n}=\left(\frac{t_w}{t_s}\right)^2=\left(\frac{2}{3}\right)^2=\frac49 .$$

The bond order decides which sublattice carries the density, but not how fast it decays. The metal parameters $t_m$ and $t_c$ do not enter the ratio.

## Part (c)

**Question.** Define the decay length $L$ as the distance, in cells, over which the midgap density falls by a factor $e$. Find $L$, and the share of the total midgap density in the semiconductor that lies in the first three cells.

**Answer.** Repeated use of the ratio gives $\rho_n=\rho_1(4/9)^{n-1}$. Equating this to $\rho_1e^{-(n-1)/L}$ gives $e^{-1/L}=4/9$, and so

$$L=\frac{1}{\ln(9/4)}=\frac{1}{2\ln(t_s/t_w)}=1.23\ \text{cells}.$$

With cells of 10 bohr this is 12.3 bohr, or 0.65 nm. The amplitude is proportional to the square root of the density, so its own decay length is twice as large, 2.47 cells. A quoted decay length therefore has to say which quantity it refers to.

The sum over all cells is geometric, $\sum_{n\ge1}\rho_n=\rho_1/(1-4/9)$. The cells beyond the third have the same sum multiplied by $(4/9)^3$. The share of the first three cells is

$$1-\left(\frac49\right)^3=1-\frac{64}{729}=0.912 .$$

Two limits show what controls $L$. As $t_w\to0$ the semiconductor breaks up into separate pairs of sites (with $A_1$ left single if the weak bond comes first), the logarithm diverges and $L\to0$. When the hoppings are nearly equal, $\ln(t_s/t_w)\approx(t_s-t_w)/t_w=E_g/(2t_w)$, so $L\approx t_w/E_g$. In this model a small gap, measured against the hopping, means deep penetration.

## Part (d)

**Question.** Find the midgap density $\rho_1$ of the first cell for both bond orders. Explain how each result behaves as $t_c\to0$.

**Answer.** The size of the wave in the metal is needed first. A metal state has $E=2t_m\cos k$ with $0<k<\pi$, and $m_j=N\sin(kj+\delta)$, where the phase $\delta$ is set by the contact. Let the metal have $M$ sites, with $M$ large. The average of $\sin^2$ is $1/2$, and the decaying tail in the semiconductor adds a weight that does not grow with $M$. Normalization then gives $N^2=2/M$. The allowed $k$ are spaced by $\pi/M$ to leading order, so

$$D(E)=\frac{M}{\pi}\left|\frac{dk}{dE}\right|=\frac{M}{2\pi t_m\sin k}.$$

The density on a metal site is $D\,m_j^2$. At $E=0$, where $k=\pi/2$ and $\sin k=1$, it is

$$\rho_j=\frac{M}{2\pi t_m}\cdot\frac{2}{M}\sin^2\!\left(\frac{\pi j}{2}+\delta\right)=\frac{1}{\pi t_m}\sin^2\!\left(\frac{\pi j}{2}+\delta\right).$$

Neighbouring sites differ in phase by $\pi/2$. If one is a node, the next has the peak value $1/(\pi t_m)$.

The two equations at the contact, at $E=0$, are

$$\text{site }j=0:\quad t_m m_{-1}+t_c a_1=0,\qquad\text{site }A_1:\quad t_c m_0+v\,b_1=0 .$$

*Weak bond first.* Here $b_1=0$, so the second equation gives $m_0=0$. The last metal site is a node and $j=-1$ is a peak. The first equation gives $a_1=-(t_m/t_c)\,m_{-1}$, hence

$$\rho_1=\frac{t_m^2}{t_c^2}\cdot\frac{1}{\pi t_m}=\frac{t_m}{\pi t_c^2}=\frac{0.10}{\pi(0.05)^2}=12.7\ \text{hartree}^{-1}.$$

*Strong bond first.* Here $a_1=0$, so $m_{-1}=0$ and the last metal site is a peak. The second equation gives $b_1=-(t_c/v)\,m_0$ with $v=t_s$, hence

$$\rho_1=\frac{t_c^2}{t_s^2}\cdot\frac{1}{\pi t_m}=\frac{t_c^2}{\pi t_m t_s^2}=\frac{(0.05)^2}{\pi(0.10)(0.06)^2}=2.21\ \text{hartree}^{-1}.$$

The densities computed numerically from the Green function of the joined chain agree with both formulas to within one part in a thousand. For three contact hoppings they are:

| $t_c$ (hartree) | weak first (hartree$^{-1}$) | strong first (hartree$^{-1}$) |
|---|---|---|
| 0.03 | 35.38 | 0.80 |
| 0.05 | 12.74 | 2.21 |
| 0.08 | 4.97 | 5.66 |

The numerical metal is a long finite chain with a small absorption, which raises the weak-first values by about 2.5 parts in ten thousand; the formula gives 35.37 and 12.73 for the first two rows. The two columns move in opposite directions. The formulas are equal when $t_c^2=t_mt_s$, that is, at $t_c=\sqrt{0.10\times0.06}\approx0.077$ hartree, which is why the order of the columns changes between the last two rows.

The limit $t_c\to0$ explains the contrast. With $t_c=0$ the equation at $A_1$ becomes $v\,b_1=0$, so all $b_n$ vanish. If the weak bond is first, the decaying $a_n$ still satisfy every equation, and the isolated semiconductor has a bound end state at $E=0$. A weak contact broadens this sharp level a little, so its density at the centre is high and grows as $1/t_c^2$. If the strong bond is first, the $a_n$ would grow, and there is no end state at $E=0$. The midgap density is then a tail of the metal states, and it vanishes as $t_c^2$. Diagonalization of long isolated chains whose far end closes on a strong bond finds one end state in the first case and none in the second. A far end that closes on a weak bond would add an end state of its own there.

A midgap density at the contact therefore does not require an end state of the isolated semiconductor. Both terminations have a midgap density, with the same decay length, but only the weak-bond-first termination has an end state.

## Part (e)

**Question.** Find the decay length at an energy $E$ elsewhere in the gap. May the factor found in part (b) be applied to the density integrated over the gap?

**Answer.** Look for a solution that is multiplied by $\lambda$ per cell on both sublattices. With $b_{n-1}=b_n/\lambda$ and $a_{n+1}=\lambda a_n$, the site equations become

$$E\,a_n=\left(v+\frac{w}{\lambda}\right)b_n,\qquad E\,b_n=(v+w\lambda)\,a_n .$$

Eliminating $b_n$ as in part (a) gives

$$E^2=\left(v+\frac{w}{\lambda}\right)(v+w\lambda)=v^2+w^2+vw\left(\lambda+\frac1\lambda\right).$$

In the gap $E^2<(v-w)^2$, so $\lambda+1/\lambda<-2$. This makes $\lambda$ real and negative. Write the decaying root as $\lambda=-e^{-\kappa}$ with $\kappa>0$. Then $\lambda+1/\lambda=-2\cosh\kappa$, and

$$\cosh\kappa=\frac{v^2+w^2-E^2}{2vw},\qquad \frac{\rho_{n+1}}{\rho_n}=e^{-2\kappa},\qquad L(E)=\frac{1}{2\kappa}.$$

At $E=0$ the right-hand side is $\tfrac12(t_s/t_w+t_w/t_s)$, which is $\cosh\ln(t_s/t_w)$. This returns $\kappa=\ln(t_s/t_w)$ and the factor $4/9$.

Halfway from midgap to the band edge, at $E=0.010$ hartree,

$$\cosh\kappa=\frac{0.0016+0.0036-0.0001}{0.0048}=1.0625,$$

which gives a density factor of 0.495 per cell and $L=1.42$ cells. At $E=0.018$ hartree, nine tenths of the way to the edge, the factor is 0.701 and $L=2.81$ cells.

Since $\cosh\kappa$ is largest at $E=0$, the decay is fastest at midgap. Near an edge $\kappa$ is small, and $\cosh\kappa-1\approx\kappa^2/2$ gives

$$\kappa\approx\sqrt{\frac{(v-w)^2-E^2}{vw}}.$$

This goes to zero at the edge, where $L$ diverges and the gap state joins the extended band states.

The factor $4/9$ may therefore not be used for the integrated density. The ratio of the integrated densities of neighbouring cells is an average of $e^{-2\kappa(E)}$, weighted by the density in the nearer cell. Every energy except $E=0$ contributes a factor above $4/9$, so the average is above $4/9$ too.

## Part (f)

**Question.** Suppose the site energies are $+\Delta$ on $A$ and $-\Delta$ on $B$, while the metal still has states at $E=0$. Does the midgap factor remain $4/9$? Name one other assumption on which that factor rests.

**Answer.** In the site equations $E\,a_n$ is replaced by $(E-\Delta)\,a_n$ and $E\,b_n$ by $(E+\Delta)\,b_n$. The elimination of part (e) then has $E^2-\Delta^2$ in place of $E^2$. The bands remain symmetric about $E=0$, and at midgap

$$\cosh\kappa=\frac{v^2+w^2+\Delta^2}{2vw}.$$

This exceeds the value for $\Delta=0$, so $\kappa$ is larger and the density falls by more than the factor $4/9$ allows: the ratio is below $4/9$. The simple result needs equal site energies.

It also needs the growing solution to be absent. Part (b) discarded that solution because the semiconductor is half-infinite. In a short chain with a second metal joined to its far end, it is present as well. At $E=0$ with equal site energies the two solutions lie on different sublattices, and the density of a cell is then the sum of a falling and a rising exponential. At other energies in the gap both solutions occupy both sublattices, and a cross term is added. The model further leaves out the electrostatic potential of any charge transferred at the contact. With equal site energies and the Fermi level at $E=0$ there is no such charge: the densities at $E$ and $-E$ are equal on every site, so each site is exactly half filled. With the Fermi level elsewhere in the gap, charge is transferred, and its potential would shift the site energies from cell to cell.

The densities of the first five cells for both bond orders are listed in the numerical output. There the share of the first three cells is taken relative to the first twelve cells, which changes it by less than one part in ten thousand.

## Computed results

```
weak hopping: 0.04 hartree
strong hopping: 0.06 hartree
hopping ratio: 1.50
metal hopping: 0.10 hartree
contact hopping: 0.05 hartree
cell length: 10.0 bohr
band gap: 0.0400 hartree = 1.088 eV
end states, isolated, weak bond first: 1
end states, isolated, strong bond first: 0
amplitude factor per cell: -0.6667
density factor per cell: 0.4444
4/9 as a decimal: 0.4444
density decay length: 1.2332 cells
density decay length: 12.33 bohr = 0.653 nm
amplitude decay length: 2.4663 cells
share of midgap density in first 3 cells: 0.9123
midgap density per cell, in 1/hartree:
  cell 1: weak first 12.736, strong first 2.210
  cell 2: weak first 5.660, strong first 0.982
  cell 3: weak first 2.516, strong first 0.437
  cell 4: weak first 1.118, strong first 0.194
  cell 5: weak first 0.497, strong first 0.086
first-cell midgap density against contact hopping:
  0.03 hartree: weak first 35.38, strong first 0.80 1/hartree
  0.05 hartree: weak first 12.74, strong first 2.21 1/hartree
  0.08 hartree: weak first 4.97, strong first 5.66 1/hartree
away from midgap:
  E = 0.010 hartree: density factor 0.4949, decay length 1.422 cells
  E = 0.018 hartree: density factor 0.7009, decay length 2.813 cells
```
